\section*{Tetragonal pairing at a neutral low-spin silicon vacancy, part 1}

(Sections cited here and not found follow in the second part.)

\section{Four orbitals, one pairing distortion}

When an atom is removed from a silicon crystal, its four neighbours are left at the corners of a regular tetrahedron, each with one dangling orbital pointing into the empty site. Suppose that neighbouring orbitals are coupled by an energy $-t$, that the strength $t$ grows at the rate $g$ when two atoms approach, and that the lattice holds each atom with a stiffness $K$. If the cage lowers its energy by a small tetragonal distortion, symmetry and dimensions fix the form of the gain before any calculation. A tetragonal distortion keeps the three twofold rotations about the cube axes. The symmetric combination of the four orbitals is even under all three. Each of the other three combinations is even under one of them and odd under the other two, a different one in each case. The distortion therefore cannot mix these four states. It can shift them, by amounts proportional to $g$ times the displacement, while $t$ itself supplies a constant. The gain must then be built from $g$, an energy per length, and $K$, an energy per length squared. The one energy and the one length that they can form give
\begin{equation}
E_{\rm gain}=C\,\frac{g^2}{K},\qquad q_0=C'\,\frac{g}{K}.
\label{form}
\end{equation}
What remains is to find the two numbers $C$ and $C'$, to show that $C$ is not zero, and to learn when this distortion is the one that the cage adopts.

The algebra is in atomic units, and the numbers are in electronvolts and angstroms. The nuclei are treated as fixed while the electronic energy is found. The four orbitals are taken as orthonormal, their common energy is the zero, and the repulsion between electrons is left aside until the second half. With the positive lobe of each orbital directed towards the vacancy, the attractive potential between two atoms makes the coupling negative, so $t>0$. In the undistorted cage the Hamiltonian matrix is
\begin{equation}
h_{ij}=-t\quad(i\neq j),\qquad h_{ii}=0,\qquad\text{or}\qquad h=t\,I-t\,J,
\end{equation}
where $I$ is the unit matrix and $J$ has every element equal to one. The diagonal of $tI-tJ$ vanishes, as it should. Acting on a vector, $J$ replaces every component by the sum of all components. It multiplies $(1,1,1,1)$ by four and gives zero for every vector whose components add to zero. The eigenvalues of $h$ are therefore $t-4t=-3t$, once, and $t$, three times. A convenient set of normalized eigenvectors is
\begin{align}
a&=\tfrac12(1,1,1,1), & x&=\tfrac12(1,-1,1,-1),\nonumber\\
y&=\tfrac12(1,-1,-1,1), & z&=\tfrac12(1,1,-1,-1).
\label{orbitals}
\end{align}
The singlet $a$ is bonding between all pairs of atoms. Each member of the triplet is bonding on two opposite edges of the tetrahedron and antibonding on the other four. Here singlet and triplet count orbitals; where the spin of the electrons is meant, the text says so.

Each neighbour brings one electron, so the neutral centre has four. Two fill $a$. The other two enter the triplet, which could hold six, and the low-spin assumption is that they share one orbital with opposite spins. In the cubic cage nothing in this one-electron energy decides which orbital of the triplet that is. This freedom is the source of the instability, because a distortion that lowers one orbital of the triplet can be followed by both electrons.

To describe the distortion, place the atoms at $\mathbf r_i=s\,\boldsymbol\sigma_i$, with
\begin{align}
\boldsymbol\sigma_1&=(1,1,1), & \boldsymbol\sigma_2&=(-1,-1,1),\nonumber\\
\boldsymbol\sigma_3&=(1,-1,-1), & \boldsymbol\sigma_4&=(-1,1,-1).
\end{align}
The length of an edge is $d_0=2\sqrt2\,s$. Atoms 1 and 2 lie above the vacancy and atoms 3 and 4 below it. The signs of the orbitals $x$, $y$ and $z$ are the signs of the corresponding coordinates of the atoms, which explains their names. Consider the displacement
\begin{equation}
\mathbf u_i=\frac{q}{\sqrt6}\,(-\sigma_{ix},\,-\sigma_{iy},\,2\sigma_{iz}).
\label{mode}
\end{equation}
Since $(1+1+4)/6=1$, every atom moves by the distance $|q|$. For $q>0$ the two upper atoms move upwards and towards each other, and the two lower atoms move downwards and towards each other.

To first order, the length of an edge changes by the relative displacement of its ends projected on the edge. For atoms 1 and 2 the unit vector of the edge is $(1,1,0)/\sqrt2$, and $\mathbf u_1-\mathbf u_2=(q/\sqrt6)(-2,-2,0)$. For atoms 1 and 3 the unit vector is $(0,1,1)/\sqrt2$, and $\mathbf u_1-\mathbf u_3=(q/\sqrt6)(0,-2,4)$. Hence
\begin{align}
\Delta d_{12}&=\frac{q}{\sqrt{12}}(-2-2)=-\frac{2q}{\sqrt3},\\
\Delta d_{13}&=\frac{q}{\sqrt{12}}(-2+4)=+\frac{q}{\sqrt3}.
\end{align}
The edge 34 behaves like 12, and the edges 14, 23 and 24 behave like 13, because the symmetry that remains interchanges them. Two edges shorten and four lengthen by half as much, so the sum of the six changes is zero.

With $g=-dt/dd>0$, the couplings become
\begin{equation}
t_{12}=t_{34}=t+\delta,\qquad t_{13}=t_{14}=t_{23}=t_{24}=t-\tfrac12\delta,\qquad \delta=\frac{2gq}{\sqrt3}.
\label{delta}
\end{equation}
Every atom now has one partner coupled by $t+\delta$ and two coupled by $t-\delta/2$. The first component of $h$ acting on each vector of (\ref{orbitals}) shows the new levels:
\begin{align}
(ha)_1&=-\tfrac12\left[(t+\delta)+2(t-\tfrac12\delta)\right]=\tfrac12(-3t),\\
(hz)_1&=-\tfrac12\left[(t+\delta)-2(t-\tfrac12\delta)\right]=\tfrac12(t-2\delta),\\
(hx)_1&=-\tfrac12\left[-(t+\delta)+(t-\tfrac12\delta)-(t-\tfrac12\delta)\right]=\tfrac12(t+\delta).
\end{align}
The other components repeat these values with the signs of the vector, and $y$ gives the same level as $x$. The levels are therefore
\begin{equation}
\varepsilon_a=-3t,\qquad \varepsilon_z=t-2\delta,\qquad \varepsilon_x=\varepsilon_y=t+\delta.
\label{levels}
\end{equation}
The singlet does not move, because its energy depends on the sum of the couplings, which is unchanged. The shifts of the triplet add to zero, because the trace of $h$ remains zero.

With two electrons in $a$ and two in $z$, the electronic energy is
\begin{equation}
E_{\rm el}=2(-3t)+2(t-2\delta)=-4t-4\delta .
\label{eel}
\end{equation}
It is linear in the displacement. An elastic energy grows with the square of the displacement, so for a small enough $q$ it cannot prevent the fall, however stiff the lattice is. The electrons in the triplet are responsible. If the triplet is empty, the slope of the energy with respect to $\delta$ is zero; with one electron it is $-2$, and with two paired electrons it is $-4$.

The occupied orbitals also show what the distortion means chemically. Two filled orbitals may be replaced by any orthonormal combinations of themselves without changing the state of the electrons. Here
\begin{equation}
\frac{a+z}{\sqrt2}=\frac{1}{\sqrt2}(1,1,0,0),\qquad
\frac{a-z}{\sqrt2}=\frac{1}{\sqrt2}(0,0,1,1).
\label{bonds}
\end{equation}
Each is a bonding orbital on one pair of atoms and holds two electrons. For doubly filled orbitals with coefficients $c_i$, define the bond order on an edge as $p_{ij}=2\sum_{\rm occ}c_ic_j$. It is $2\times\frac12=1$ on the edges 12 and 34 and zero on the other four. The electronic energy can be written in the same terms. Each filled orbital contributes twice its energy, and each edge appears twice in the sum over $i$ and $j$, so that
\begin{equation}
E_{\rm el}=-2\sum_{i<j}p_{ij}t_{ij}=-2t_{12}-2t_{34}.
\label{order}
\end{equation}
This is again $-4(t+\delta)$. The four dangling orbitals have made two electron-pair bonds, and each bond pulls its atoms together.

Let $K_E$ be the stiffness per atom for tetragonal distortions, defined so that the four atoms together store the energy $4\times\frac12K_Eq^2$. It describes the response of the surrounding crystal without the four dangling electrons. The cubic cage is taken to be already balanced against uniform expansion and contraction, so that no other linear term appears. Relative to that cage,
\begin{equation}
E(q)=-4\delta+2K_Eq^2=-\frac{8g}{\sqrt3}\,q+2K_Eq^2 .
\label{energy}
\end{equation}
Setting $dE/dq=-8g/\sqrt3+4K_Eq$ to zero gives the displacement, and (\ref{delta}) then gives the change of coupling:
\begin{equation}
q_0=\frac{2g}{\sqrt3\,K_E},\qquad
\delta_0=\frac{2g}{\sqrt3}\,q_0=\frac{4g^2}{3K_E}.
\label{qzero}
\end{equation}
At the minimum of a linear plus a quadratic term, the elastic cost is half of the electronic gain. The net gain is therefore half of $4\delta_0$,
\begin{equation}
E_{\rm JT}=2\delta_0=\frac{8g^2}{3K_E}.
\label{gain}
\end{equation}
The subscript stands for Jahn and Teller, whose names are attached to instabilities of degenerate electronic states. The numbers in (\ref{form}) are thus $C=8/3$ and $C'=2/\sqrt3$. For every positive $\delta$ the empty levels $x$ and $y$ lie above both $a$ and $z$. Only the sum of the two filled levels enters the energy, so the result does not depend on which of them is lower.

Pairing along $z$ is one of three equivalent choices. A general tetragonal or orthorhombic distortion of this symmetry type changes the couplings on the opposite edges 13 and 24 by $\delta_x$, on 14 and 23 by $\delta_y$, and on 12 and 34 by $\delta_z$, with $\delta_x+\delta_y+\delta_z=0$. The level belonging to $z$ is then
\begin{equation}
\varepsilon_z=-(t+\delta_z)+(t+\delta_x)+(t+\delta_y)=t-2\delta_z,
\end{equation}
and the other two follow by exchanging labels. By symmetry the elastic energy is proportional to $\delta_x^2+\delta_y^2+\delta_z^2$. For the pairing mode this sum is $\frac32\delta^2$, while (\ref{delta}) turns $2K_Eq^2$ into $3K_E\delta^2/(2g^2)$. The factor of proportionality is therefore $K_E/g^2$, and
\begin{equation}
E=-4\max(\delta_x,\delta_y,\delta_z)+\frac{K_E}{g^2}\left(\delta_x^2+\delta_y^2+\delta_z^2\right).
\label{eplane}
\end{equation}
For a given largest change, the elastic cost is least when the other two are equal. Each of the three pairings is therefore a minimum of this energy, and no other distortion of this symmetry type lies lower.

The sign of the distortion matters. If $q$ is negative, the atoms of each pair move apart, $x$ and $y$ become the lower levels, and two electrons in $x$ change the electronic energy by $2\delta=-2|\delta|$. The linear force is half as large. Since the gain varies as the square of the force, it is $E_{\rm JT}/4$, at the displacement $-q_0/2$. This point is not a minimum. There $\delta_x=\delta_y$, and a small increase of $\delta_x$ at the expense of $\delta_y$ lowers the first term of (\ref{eplane}) linearly while the second rises quadratically.

The high-spin alternative puts two electrons of parallel spin in different triplet orbitals. For $\delta>0$ the lowest choice is $z$ with $x$ or $y$, and the energy changes by $-2\delta+\delta=-\delta$. For $\delta<0$ the electrons occupy $x$ and $y$, and it changes by $2\delta=-2|\delta|$. The high-spin centre therefore also distorts, in the opposite sense, but gains $E_{\rm JT}/4$. Without repulsion, the relaxed low-spin centre lies lower by $\frac34E_{\rm JT}$.

For a numerical example take the round values $t=0.5$ eV, $g=0.5$ eV/\AA, $K_E=3$ eV/\AA$^2$ and $d_0=3.84$ \AA. They are chosen to lie in the rough regime of the silicon vacancy and are not fitted to it. The cubic levels are $-1.5$ and $0.5$ eV. The displacement is
\begin{equation}
q_0=\frac{2\times0.5}{\sqrt3\times3}\ \text{\AA}=0.19\ \text{\AA},
\end{equation}
or 0.019 nm, and the distance within a pair falls from 3.84 to 3.62 \AA. The coupling changes by $\delta_0=4\times0.5^2/(3\times3)=0.111$ eV. The occupied triplet level moves to $0.5-2\times0.111=0.28$ eV and the two empty ones to $0.5+0.111=0.61$ eV, a splitting of 0.33 eV. The electrons gain $4\times0.111=0.44$ eV and the lattice takes back 0.22 eV, which leaves $E_{\rm JT}=0.22$ eV. The reversed distortion and the high-spin state would each gain 0.056 eV.

Without repulsion between electrons, the low-spin cage lowers its energy by $E_{\rm JT}=8g^2/(3K_E)$ when its atoms pair, and no other tetragonal or orthorhombic distortion of this symmetry type lies lower. It remains to test this pairing against trigonal distortions and electron repulsion, and to see how the distance dependence of the coupling and hopping between the equivalent pairings affect the result.
